\section*{Point-Group Sectors and d-Wave Nambu Blocks of the 2x2 Plaquette}

\section{Problem}

A square-lattice Hubbard model is treated by cluster dynamical mean-field theory with a $2\times2$ plaquette. The lattice constant is one, and the sites are $1=(0,0)$, $2=(1,0)$, $3=(1,1)$, $4=(0,1)$. The hopping matrix $T$ of the isolated plaquette has elements $-t$ on edges and $-t'$ on diagonals; the repulsion is $U$ and the chemical potential $\mu$. The plaquette and its bath are described by a real Hamiltonian that is invariant under spin rotations. Define
\begin{equation}
c_{K\sigma}=\sum_R\phi_K(R)\,c_{R\sigma},\qquad \phi_K(R)=\tfrac12 e^{-iK\cdot R},
\end{equation}
with $K=(0,0),(\pi,0),(0,\pi),(\pi,\pi)$. Since $K\cdot R$ is a multiple of $\pi$, the $\phi_K$ are real and $-K$ is equivalent to $K$.

(a) In the normal state, with the full point group of the square, diagonalize the cluster Green's function $G(i\omega)$ and the hybridization $\Delta(i\omega)$.

(b) In a $d_{x^2-y^2}$ superconducting state, the mirrors that bisect the edges remain symmetries. The quarter turn alone is not a symmetry, but it becomes one when combined with $c\to ic$ (or equally $c\to-ic$). Find the blocks of the Nambu Green's function for $\Psi_K=(c_{K\uparrow},c^\dagger_{K\downarrow})^{T}$.

(c) Show that the lattice average used in the cluster self-consistency keeps these blocks, and obtain $\Delta$ sector by sector. Find its leading high-frequency term.

(d) Evaluate one update for $t'=-0.3t$, $U=6t$, $\mu=1.5t$, inverse temperature $\beta=10/t$ and a static $d$-wave bath field $h=0.1t$. State what happens when the spatial symmetry is lowered.

\section{Solution}

\subsection{(a) Normal state}

No lattice translation maps the open plaquette onto itself, so the labels $K$ need another origin. Let $m_x$ be the mirror $x\to1-x$ and $m_y$ the mirror $y\to1-y$. They permute the sites as
\begin{equation}
m_x:\ 1\leftrightarrow2,\ 4\leftrightarrow3,\qquad
m_y:\ 1\leftrightarrow4,\ 2\leftrightarrow3 .
\end{equation}
On four sites this is the same as shifting $x$ or $y$ by one modulo two. Hence $\phi_K$ is multiplied by $\cos K_x=\pm1$ under $m_x$ and by $\cos K_y=\pm1$ under $m_y$. The cluster momentum is a pair of mirror parities.

If a symmetry $g$ maps $c_i$ to $c_{g(i)}$, then $G_{g(i)g(j)}=G_{ij}$. With the permutation matrix $P_g$ this reads $P_gGP_g^T=G$, so $G$ commutes with $P_g$. The four $\phi_K$ have four different pairs of mirror parities, and a matrix that commutes with both mirrors cannot connect different pairs. It is therefore diagonal in $K$.

To find the eigenvalues of such a matrix $A$, take row 1 of $A\phi_K$ and divide by $\phi_K(R_1)$:
\begin{equation}
A_K=A_{11}+A_{12}\cos K_x+A_{14}\cos K_y+A_{13}\cos K_x\cos K_y .
\label{eq:mirror}
\end{equation}
So far only the mirrors have been used. The quarter turn $r:1\to2\to3\to4\to1$ gives $A_{12}=A_{23}$, while $m_x$ gives $A_{23}=A_{14}$. The two kinds of edge are thus equal. Writing $A_0,A_1,A_2$ for the on-site, edge and diagonal elements,
\begin{equation}
A_K=A_0+A_1(\cos K_x+\cos K_y)+A_2\cos K_x\cos K_y,
\label{eq:normal}
\end{equation}
or explicitly
\begin{align}
A_{(0,0)}&=A_0+2A_1+A_2, & A_{(\pi,0)}&=A_{(0,\pi)}=A_0-A_2,\nonumber\\
A_{(\pi,\pi)}&=A_0-2A_1+A_2. &&
\end{align}
The hopping matrix is the special case
\begin{equation}
\varepsilon_K=-t(\cos K_x+\cos K_y)-t'\cos K_x\cos K_y .
\end{equation}
The hybridization is defined by Dyson's equation,
\begin{equation}
\Delta=i\omega+\mu-T-\Sigma-G^{-1}.
\end{equation}
The self-energy $\Sigma$ has the symmetry of $G$, so every term commutes with the same permutations and $\Delta$ also obeys Eq.~(\ref{eq:normal}).

\subsection{(b) The $d$-wave blocks}

\paragraph{Spatial form.} Let $F_{ij}(\tau)=-\langle \mathcal T c_{i\uparrow}(\tau)c_{j\downarrow}(0)\rangle$. Under the quarter turn combined with $c\to ic$, the product $cc^\dagger$ acquires $i(-i)=1$, but $cc$ acquires $i^2=-1$. The normal part therefore still obeys Eq.~(\ref{eq:normal}), whereas
\begin{equation}
F_{r(i)r(j)}=-F_{ij}.
\label{eq:turn}
\end{equation}
The mirrors act without a sign, so $F$ is diagonal in $K$ and Eq.~(\ref{eq:mirror}) applies. Combining Eq.~(\ref{eq:turn}) with the mirror relations gives
\begin{align}
F_{11}&=-F_{22}=-F_{11}=0,\nonumber\\
F_{13}&=-F_{24}=-F_{13}=0,\nonumber\\
F_{12}&=-F_{23}=-F_{14}\equiv F_x .
\end{align}
Hence
\begin{equation}
F_K=F_x(\cos K_x-\cos K_y).
\label{eq:FK}
\end{equation}
It vanishes at $(0,0)$ and $(\pi,\pi)$, and equals $-2F_x$ at $(\pi,0)$ and $+2F_x$ at $(0,\pi)$.

Characters confirm the number of free elements. The map $A\to P_gAP_g^T$ has trace $(\mathrm{tr}\,P_g)^2$. This is 16 for the identity, 4 for each of the two diagonal mirrors, and 0 for the other five operations. The invariant matrices have dimension $(16+4+4)/8=3$. In the $d$-wave representation the diagonal mirrors carry $-1$, and the dimension is $(16-4-4)/8=1$.

\paragraph{Nambu entries.} Write $G_K$ for the normal function and $\mathbf G_K$ for the $2\times2$ matrix $-\langle\mathcal T\Psi_K(\tau)\Psi_K^\dagger(0)\rangle$. Its hole entry is
\begin{equation}
-\langle\mathcal T c^\dagger_{K\downarrow}(\tau)c_{K\downarrow}(0)\rangle
=\langle\mathcal T c_{K\downarrow}(0)c^\dagger_{K\downarrow}(\tau)\rangle=-G_K(-\tau),
\end{equation}
which transforms to $-G_K(-i\omega)$. The spectral sum of a diagonal element has real weights $|\langle m|c_K|n\rangle|^2$ and denominators $i\omega+E_m-E_n$, so $G_K(-i\omega)=G_K(i\omega)^*$.

With $w_{mn}=(e^{-\beta E_m}+e^{-\beta E_n})/Z$, the upper off-diagonal entry is
\begin{equation}
F_K(i\omega)=\sum_{mn}w_{mn}
\frac{\langle m|c_{K\uparrow}|n\rangle\langle n|c_{K\downarrow}|m\rangle}{i\omega+E_m-E_n}.
\end{equation}
The lower entry contains $\langle m|c^\dagger_{K\downarrow}|n\rangle\langle n|c^\dagger_{K\uparrow}|m\rangle$, the complex conjugate of the numerator above. A real Hamiltonian has real eigenvectors, so the numerators are real. The two off-diagonal entries are then equal, and $F_K(i\omega)^*=F_K(-i\omega)$.

Spin symmetry supplies the last relation. The rotation $c_\uparrow\to c_\downarrow$, $c_\downarrow\to-c_\uparrow$ gives
\begin{align}
F_K(\tau)&=\langle\mathcal T c_{K\downarrow}(\tau)c_{K\uparrow}(0)\rangle
=-\langle\mathcal T c_{K\uparrow}(0)c_{K\downarrow}(\tau)\rangle\nonumber\\
&=-\langle\mathcal T c_{K\uparrow}(-\tau)c_{K\downarrow}(0)\rangle=F_K(-\tau).
\end{align}
Thus $F_K$ is even in frequency, and therefore real. The result is
\begin{equation}
\mathbf G_K(i\omega)=\begin{pmatrix}G_K&F_K\\F_K&-G_K^*\end{pmatrix},
\label{eq:block}
\end{equation}
with Eq.~(\ref{eq:normal}) for $G_K$ and Eq.~(\ref{eq:FK}) for $F_K$. The $8\times8$ problem has become four $2\times2$ blocks. Two are free of pairing, and the other two differ only in the sign of $F_K$.

\subsection{(c) Lattice average and hybridization}

Let $L$ run over the superlattice vectors, whose components are even integers, and let $t(d)$ be the hopping amplitude for displacement $d$. Define
\begin{equation}
t_{ij}(\tilde k)=\sum_L t(R_i-R_j-L)\,e^{i\tilde k\cdot L}.
\end{equation}
A point-group operation about the plaquette centre maps plaquettes onto plaquettes, so
\begin{equation}
P_g\,t(\tilde k)\,P_g^T=t(g\tilde k).
\label{eq:cov}
\end{equation}
At a general $\tilde k$ the operation changes $\tilde k$, and $t(\tilde k)$ need not be diagonal in $K$. For example, at $\tilde k=(0.37,-0.81)$ its largest element between different $K$ is $1.52\,t$.

The local Green's function is the average $\mathbf G=\langle M(\tilde k)^{-1}\rangle$ over the reduced zone, with
\begin{equation}
M(\tilde k)=\begin{pmatrix}i\omega+\mu-t(\tilde k)-s&-\varphi\\-\varphi&i\omega-\mu+t(\tilde k)+s^*\end{pmatrix}.
\end{equation}
Here $s$ and $\varphi$ are the normal and anomalous self-energies. Both are symmetric matrices in site space, and $\varphi$ is real. The hole hopping is $-t(-\tilde k)^T=-t(\tilde k)$, because $t(\tilde k)$ is Hermitian and $t(-\tilde k)=t(\tilde k)^*$.

Three relations fix the form of the average.
\begin{enumerate}
\item For a mirror take $W=\mathrm{diag}(P,P)$; for the quarter turn take $W=\mathrm{diag}(iP,-iP)$. In the second case $\varphi$ becomes $(iP)\varphi(-iP)^\dagger=-P\varphi P^T=\varphi$. With Eq.~(\ref{eq:cov}), $WM(\tilde k)W^\dagger=M(g\tilde k)$. The zone is invariant under $g$, so $W\mathbf GW^\dagger=\mathbf G$, and the spatial results of (b) hold.
\item $M(\tilde k)^T=M(-\tilde k)$ gives $\mathbf G^T=\mathbf G$. In each sector the two off-diagonal entries are equal.
\item With $J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}$ acting on the Nambu index, $JM(\tilde k)J^T=-M(-\tilde k)^*$, hence $J\mathbf GJ^T=-\mathbf G^*$. In a sector with entries $a,b$ in the first row and $b,d$ in the second, this says $d=-a^*$ and $b=b^*$.
\end{enumerate}
The average therefore has the form of Eq.~(\ref{eq:block}).

Its determinant is $-D_K$, with $D_K=|G_K|^2+F_K^2$, and the inverse is
\begin{equation}
\mathbf G_K^{-1}=\frac1{D_K}\begin{pmatrix}G_K^*&F_K\\F_K&-G_K\end{pmatrix}.
\end{equation}
The product with Eq.~(\ref{eq:block}) has diagonal entries $(|G_K|^2+F_K^2)/D_K=1$ and off-diagonal entries zero. In Nambu form Dyson's equation is
\begin{equation}
\boldsymbol\Delta_K=i\omega-(\varepsilon_K-\mu)\tau_3-\boldsymbol\Sigma_K-\mathbf G_K^{-1},
\end{equation}
and its first row gives
\begin{align}
\Delta_K&=i\omega+\mu-\varepsilon_K-\Sigma_K-\frac{G_K^*}{D_K},\label{eq:dn}\\
\Delta_K^{\rm an}&=-\Sigma_K^{\rm an}-\frac{F_K}{D_K}.\label{eq:da}
\end{align}
Each term has a lower right entry equal to minus the conjugate of its upper left entry, so
\begin{equation}
\boldsymbol\Delta_K=\begin{pmatrix}\Delta_K&\Delta_K^{\rm an}\\\Delta_K^{\rm an}&-\Delta_K^*\end{pmatrix},
\qquad \Delta_K^{\rm an}\propto\cos K_x-\cos K_y .
\end{equation}
For $F_K=0$ one has $G_K^*/D_K=1/G_K$, and Eq.~(\ref{eq:dn}) returns the normal-state equation.

\paragraph{High frequency.} Put $z=i\omega$ and $X=[t(\tilde k)-\mu]\tau_3+\boldsymbol\Sigma$, which stays bounded as $|z|$ grows. Then
\begin{align}
\mathbf G&=\frac1z+\frac{\langle X\rangle}{z^2}+\frac{\langle X^2\rangle}{z^3}+\dots,\nonumber\\
\mathbf G^{-1}&=z-\langle X\rangle-\frac{\langle X^2\rangle-\langle X\rangle^2}{z}+\dots
\end{align}
The average of $t(\tilde k)$ keeps only $L=0$ and equals $T$, so the first two terms cancel in $\boldsymbol\Delta$. Since $\boldsymbol\Sigma$ does not depend on $\tilde k$ and $\tau_3^2=1$, the remainder is $\langle(t(\tilde k)-T)^2\rangle/z$. This matrix sums two-step paths that leave the plaquette and return. A site has two edge neighbours and three diagonal neighbours outside, which gives $2t^2+3t'^2$. Sites 1 and 2 share the outside neighbours $(0,-1)$ and $(1,-1)$, each reached by one edge and one diagonal hop, which gives $2tt'$. Sites 1 and 3 share no outside neighbour. By Eq.~(\ref{eq:normal}),
\begin{equation}
\Delta_K\to\frac{2t^2+3t'^2+2tt'(\cos K_x+\cos K_y)}{i\omega}.
\label{eq:tail}
\end{equation}

\subsection{(d) One update in numbers}

Energies are in units of $t$ and Green's functions in $1/t$. The starting bath is the static field $\sum_{ij}h_{ij}(c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}+\mathrm{h.c.})$, with $h_{ij}=+h$ on $x$ edges and $-h$ on $y$ edges. Its sector values are $h(\cos K_x-\cos K_y)$, or $-0.2$ at $(\pi,0)$. All plaquette states are included, and the density is $0.993$ electrons per site. The lowest Matsubara frequency is $\omega_0=\pi/\beta=0.314$.

The site elements at $\omega_0$ are
\begin{align}
G_0&=0.2442-0.1294i, & G_1&=0.1650-0.0296i,\nonumber\\
G_2&=-0.0342+0.0511i, & F_x&=-0.0926 .
\end{align}
For $(\pi,0)$ this gives $G_0-G_2=0.2784-0.1805i$ and $F=-2F_x=0.185$. The plaquette self-energy there is $\Sigma=-0.1281-0.9359i$ and $\Sigma^{\rm an}=-1.0824$. At this frequency the interacting plaquette thus adds to the applied $-0.2$ an anomalous term of the same sign, about five times as large. Unlike the static field, this term depends on frequency.

The lattice average gives $G_{(\pi,0)}=0.2104-0.2298i$ and $F_{(\pi,0)}=0.1777$, so
\begin{equation}
D=0.21040^2+0.22979^2+0.17766^2=0.1286 .
\end{equation}
With $\varepsilon_{(\pi,0)}=t'=-0.3$, Eqs.~(\ref{eq:dn}) and (\ref{eq:da}) become
\begin{align}
\Delta&=0.314i+1.5+0.3+0.128+0.936i-\frac{0.2104+0.2298i}{0.1286}\nonumber\\
&\simeq0.292-0.536i,\\
\Delta^{\rm an}&=1.0824-\frac{0.1777}{0.1286}\simeq-0.299,
\end{align}
where the final digits come from the unrounded values. At $(0,\pi)$ the normal part is the same and $\Delta^{\rm an}=+0.299$. The other two sectors have no anomalous part:
\begin{equation}
\Delta_{(0,0)}=0.471-0.537i,\qquad \Delta_{(\pi,\pi)}=0.210-0.584i .
\end{equation}
At this frequency the new pairing hybridization exceeds the initial $0.2$ in magnitude. This is one update from an imposed field. It neither establishes a converged solution nor shows that pairing survives at $h=0$.

Equation~(\ref{eq:tail}) gives the weights $1.07$, $2.27$, $2.27$ and $3.47\,t^2$ in the order of the sectors. The numerical check reproduces them from $\boldsymbol\Delta$ at high frequency, and also compares the sector formulas with inversion of the full $8\times8$ matrices.

\paragraph{Lower symmetry.} If the plaquette hopping along $y$ is reduced to $0.8t$, both mirrors survive and the quarter turn is lost. Then $K$ remains a good label, but the degeneracy goes. For the plaquette at $\omega_0$, with the same field $h_{ij}$, $G_{(\pi,0)}=0.045-0.095i$ and $G_{(0,\pi)}=0.502-0.242i$. The anomalous values in the order of the sectors are $-0.011$, $0.115$, $-0.195$ and $0.011$. Their mean is the on-site element $F_{11}\simeq-0.020$, which the mirrors make equal on all four sites. This uniform $s$-wave component was forbidden by Eq.~(\ref{eq:turn}).

An energy of $0.5t$ on site 1 breaks both mirrors. Elements of the plaquette Nambu Green's function at $\omega_0$ between different $K$ then reach $0.054/t$, and the four-block form fails. A staggered magnetic field also breaks it. The factor $e^{iQ\cdot R}$ with $Q=(\pi,\pi)$ turns $\phi_K$ into $\phi_{K+Q}$, so the field couples $(0,0)$ to $(\pi,\pi)$ and $(\pi,0)$ to $(0,\pi)$.

\section*{Computed values}
\begin{verbatim}
t = 1.0, t' = -0.3, U = 6.0, mu = 1.5, h = 0.1 (units of t)
inverse temperature = 10.0 1/t; omega_0 = 0.31416 t
plaquette density = 0.99268 electrons per site
dimension of invariant matrices = 3, of B1 = 1
largest K mixing of t(k) at k=(0.37,-0.81): 1.5197 t
Plaquette G at omega_0, site elements (1/t):
  on-site G0 = +0.24419 -0.12945i
  edge G1 = +0.16496 -0.02962i
  diagonal G2 = -0.03424 +0.05107i
  anomalous x bond Fx = -0.09259
  anomalous y bond = +0.09259
largest K mixing of plaquette G: 2.5e-15 1/t
Plaquette sectors: K, eps_K (t), G_K (1/t), F_K (1/t)
  (0,0)   -1.70  +0.53986 -0.13763i  -0.00000
  (pi,0)  -0.30  +0.27843 -0.18051i  +0.18519
  (0,pi)  -0.30  +0.27843 -0.18051i  -0.18519
  (pi,pi) +2.30  -0.11996 -0.01914i  +0.00000
Self-energy: K, normal (t), anomalous (t)
  (0,0)   +1.46072 -0.12923i  +0.00000
  (pi,0)  -0.12813 -0.93589i  -1.08243
  (0,pi)  -0.12813 -0.93589i  +1.08243
  (pi,pi) +7.32932 -0.98258i  -0.00000
Lattice average, 96x96 momenta: K, G_K, F_K (1/t)
  (0,0)   +0.49348 -0.38172i  +0.00000
  (pi,0)  +0.21040 -0.22979i  +0.17766
  (0,pi)  +0.21040 -0.22979i  -0.17766
  (pi,pi) -0.11411 -0.02574i  -0.00000
change from 64x64 momenta: 1.5e-15 1/t
D_K = |G_K|^2 + F_K^2 of lattice average (1/t^2):
  0.38923  0.12863  0.12863  0.01368
New hybridization: K, normal (t), anomalous (t)
  (0,0)   +0.47146 -0.53732i  -0.00000
  (pi,0)  +0.29249 -0.53636i  -0.29867
  (0,pi)  +0.29249 -0.53636i  +0.29867
  (pi,pi) +0.21006 -0.58424i  +0.00000
High-frequency weight at omega = 1885.3 t: K, num., formula (t^2)
  (0,0)   1.07000  1.07000
  (pi,0)  2.26999  2.27000
  (0,pi)  2.26999  2.27000
  (pi,pi) 3.46998  3.47000
Control, y hopping 0.8 t: K mixing 6.3e-16 1/t
  G(pi,0) = +0.04525 -0.09464i, G(0,pi) = +0.50240 -0.24216i (1/t)
  F_K (1/t): -0.010650  +0.114777  -0.195161  +0.011071
Control, site-1 energy 0.5 t: K mixing 0.05442 1/t
\end{verbatim}
